\section*{Steady energy release of a thin film debonding from a rigid substrate, part 2}

A thin film under tensile stress peels off a rigid substrate from a free edge. The energy released per unit of newly debonded area is $G$. For a long debond, a first derivation gave
\begin{equation}
G=\frac{\sigma^{2}h}{2\bar E},\qquad \bar E=\frac{E}{1-\nu^{2}} .
\label{eq:result}
\end{equation}
Here $h$ is the film thickness, $E$ its Young modulus, $\nu$ its Poisson ratio and $\bar E$ its plane-strain modulus. The stress $\sigma$ acts along $x$ in the bonded film far from the debond front. Tension is positive.

The film occupies $0<x<L$ and $0<y<h$, with the interface at $y=0$ and $z$ along the front. The plane $x=0$ is a symmetry plane, without normal displacement or shear stress, and $x=L$ is the free edge. The film is detached over the length $a$ next to this edge; this part is the flap, and the front is at $x=L-a$. The film is uniform, isotropic and linear elastic, with small strains and rotations. Its length along $z$ is fixed, and the flap touches nothing. The normal stresses along $x$ and $z$ are $\sigma_x$ and $\sigma_z$.

The stress comes from cooling: a free film would shrink relative to the substrate by the misfit strain $\varepsilon=\Delta\alpha\,|\Delta T|$, where $\Delta\alpha$ is the expansion mismatch and $|\Delta T|$ the temperature drop.

The elastic energy per unit length of front is $U(a)$. No external work is done, so $G=-dU/da$. Far from the front the energy density is $w_1$ in the bonded film and $w_2$ in the flap. The first derivation compared these densities and found $G=h(w_1-w_2)$. Its mode argument showed that disturbances from the front decay exponentially over distances proportional to $h$.

The worked example has $E=0.5$ eV/\AA$^3$, $\nu=0.3$, $\Delta\alpha=2\times10^{-5}$ per kelvin, $|\Delta T|=200$ K and $h=5000$ \AA, so that $\varepsilon=0.004$, $\sigma=0.002857$ eV/\AA$^3$ and $G=0.0371$ eV/\AA$^2$.

The second derivation follows the work done at the free edge while the edge is unloaded.

\subsection{A reference state that ignores the debond}

Apply to the edge $x=L$ a uniform traction $\sigma$ in the positive $x$ direction. The stress state of the bonded film can then continue unchanged up to the edge. This state has no normal or shear stress on planes of constant $y$, so it exerts no traction on the interface. It makes no difference to it whether the film is attached there or not. The whole film is uniform with density $w_1$, and its energy is
\begin{equation}
U_{\rm held}=hw_1L
\label{eq:held}
\end{equation}
for every debond length $a$.

The actual film has no traction on its edge. It is reached from the reference state by lowering the edge traction slowly from $\sigma$ to zero, with $a$ held fixed. Let $s$ run from $0$ to $1$ and let the traction be $(1-s)\sigma$. Because the film is linear and its boundary conditions do not change on the way, the displacement relative to the reference state is $s\,v(x,y)$. Here $v$ solves a reduced problem: a film without misfit, clamped along its bonded face, with $v_x=0$ and no shear at $x=0$, and with the traction $-\sigma$ along $x$ on its edge. In other words, the edge is pushed towards the bonded part.

The work done on the film by the edge traction during unloading is the integral of traction times displacement increment:
\begin{align}
W&=\int_0^h dy\int_0^1(1-s)\,\sigma\,v_x(L,y)\,ds\notag\\
&=\frac{\sigma}{2}\int_0^h v_x(L,y)\,dy=-\frac{\sigma h}{2}\,\Delta(a),
\label{eq:work}
\end{align}
where $\int_0^1(1-s)\,ds=\tfrac12$ has been used and
\begin{equation}
\Delta(a)=-\frac1h\int_0^h v_x(L,y)\,dy
\end{equation}
is the mean distance by which the edge draws back. No other part of the boundary does work. The energy of the actual film is therefore
\begin{equation}
U(a)=hw_1L-\frac{\sigma h}{2}\,\Delta(a),
\label{eq:Usecond}
\end{equation}
and since the first term does not depend on $a$,
\begin{equation}
G(a)=\frac{\sigma h}{2}\,\frac{d\Delta}{da}.
\label{eq:compliance}
\end{equation}
This holds for any debond length within the linear model, short or long. It expresses the energy release through a displacement at the edge: $G$ measures how much further the edge draws back when the debond grows.

\subsection{The long debond}

For a long flap, $\Delta(a)$ follows from simple compression. Cut the flap of the reduced problem at some section. Equilibrium of the piece between the cut and the edge requires the section to carry the net force $-\sigma h$ along $x$, acting at mid-thickness, with no shear force and no moment about the mid-plane. Uniform stress $-\sigma$ meets these conditions and matches the edge traction at every height. Beyond the front region, the flap is therefore uniformly compressed.

The reduced problem has no misfit and its strain along $z$ is zero. Hooke's law along $z$ gives $0=\sigma_z-\nu\sigma_x$, so $\sigma_z=\nu\sigma_x$. Along $x$ it gives
\begin{equation}
\frac{\partial v_x}{\partial x}=\frac{\sigma_x-\nu\sigma_z}{E}
=\frac{(1-\nu^2)\sigma_x}{E}=\frac{\sigma_x}{\bar E}=-\frac{\sigma}{\bar E}.
\end{equation}
This is where the plane-strain modulus enters: a strip held at fixed length along $z$ is stiffer along $x$ than a free one.

Integrating from the front, and allowing for a rigid translation $c$ and a small rigid rotation $\theta$ (counterclockwise positive),
\begin{equation}
v_x(x,y)=c-\frac{\sigma}{\bar E}\,(x-L+a)-\theta\left(y-\frac h2\right).
\end{equation}
The constants $c$ and $\theta$ are set by the front region. For long $a$ and long $L-a$ that region is the same wherever the front stands, so neither constant depends on $a$. At $x=L$ the rotation term averages to zero over the thickness, and
\begin{equation}
\Delta(a)=\frac{\sigma a}{\bar E}-c,\qquad
\frac{d\Delta}{da}=\frac{\sigma}{\bar E}.
\end{equation}
Inserting this in (\ref{eq:compliance}) gives
\begin{equation}
G=\frac{\sigma h}{2}\,\frac{\sigma}{\bar E}=\frac{\sigma^2h}{2\bar E},
\label{eq:second}
\end{equation}
the same result as before. The factor $\tfrac12$ now comes from the edge traction falling linearly to zero while the edge moves.

\subsection{Short debonds and short bonded remainders}

Equation (\ref{eq:compliance}) also tells what is unsteady about a short debond: the edge does not yet draw back by $\sigma/\bar E$ per unit of new debond length. How soon it does so was found by relaxing a two-dimensional finite-element film under its thermal misfit and taking energy differences between successive debond lengths. For the film of the worked example, the mean release over an advance of $0.125\,h$ is about $0.966$ of the steady value (extrapolated from $0.961$ and $0.964$ with 16 and 32 elements through the thickness) when the debond starts from $a=0.25\,h$, and $0.99$ from $0.5\,h$. From $a=h$ it is $0.9999$. In this model, a debond longer than about one thickness is already long. The rule belongs to the rigid substrate. On a thick elastic substrate the approach can be far slower: for a substrate twice as stiff as the film, with the film ending flush with the substrate edge, the release is only about two thirds of the steady value at $a=h$ and about $0.94$ of it at $a=10\,h$. If the same substrate extends well beyond the film edge, the release is within $1\%$ of the steady value at $a=h$.

The bonded remainder matters as well. For $\nu=0.45$ the mean release over an advance of $0.125\,h$ lies below the steady value by about $17\%$ of that value when the advance starts with $2h$ of film still bonded, by about $0.8\%$ when it starts with $4h$ and by about $0.002\%$ when it starts with $8h$. The deficit falls by a factor of about $21$ over the first interval of $2h$, and by about $500$, or roughly $23$ for each $2h$, over the following $4h$. This is close to the exponential decay expected from the mode argument. These runs used eight elements through the thickness. Mesh refinement raises each deficit by less than a tenth of its own value, to about $18\%$, $0.9\%$ and $0.002\%$. When both lengths are ample, the finite-element energies pass a test of the steady formula to one part in $10^5$ for $\nu=0$, $0.2$, $0.3$ and $0.45$.

\subsection{A debond that reaches no edge}

Suppose that the debond lies in the interior and that the film is held in $x$ at both ends, as by two symmetry planes. There is then no edge to unload. The uniform bonded state exerts no traction on the interface, so it remains in equilibrium when part of the interface is opened. The energy does not change and $G=0$. The finite-element film passes a test of this: the energy change is less than $10^{-8}$ of the steady release over the same area. Formula (\ref{eq:result}) therefore requires more than a long debond. A film in tension must have a free end towards which the detached part can relax. A film in compression has another route, outside the linear model: once an interior debond is wide enough, the detached part buckles away from the substrate and releases energy without any free end.

\subsection{Does the flap lift?}

Both derivations assume that the flap stays clear of the substrate. In the reduced problem the edge force $-\sigma h$ acts at height $h/2$, while the shear that balances it acts at the interface, $y=0$. The two form a counterclockwise couple $\sigma h^2/2$. Normal tractions on the bonded face must balance it. They have no net force, so they have to pull the film down nearer the front and push it up further back, in the sense of their overall moment. This suggests an opening front but does not prove that the flap clears the substrate.

The finite-element film settles the point for the worked example. Its flap passes a test of positive lift at every node of the lower face from $h/4$ behind the front to the edge. Closer to the front no claim is made, since linear fields at an interface can oscillate there. A flap of length $20\,000$ \AA\ has its end raised by a little over $166$ \AA, with a slope of $0.0079$ near the end. Treating this rotation as small misplaces a strain of about $\theta^2/2\approx3\times10^{-5}$, which is below $1\%$ of the misfit strain $0.004$.

The reference state leaves the lower face at $y=0$, so the lift comes from $v$ alone and is proportional to $\sigma$. A film under compression would have the opposite lift and would press into the substrate. Although (\ref{eq:result}) contains only $\sigma^2$, the derivations given here then lose their assumption of a traction-free flap.

\subsection{Critical thickness}

Let $\Gamma$ be the energy needed to separate a unit area of interface, under the mixture of opening and shear that acts at this front. Steady growth requires $G\ge\Gamma$. Setting $G=\Gamma$ in (\ref{eq:result}) and solving for the thickness gives
\begin{equation}
h_{\rm c}=\frac{2\bar E\,\Gamma}{\sigma^2}.
\end{equation}
For the example take $\Gamma=0.05$ eV/\AA$^2$. With $\bar E=0.5/0.91=0.5495$ eV/\AA$^3$,
\begin{equation}
h_{\rm c}=\frac{2\times0.5495\times0.05}{(0.002857)^2}\approx6.73\times10^{3}\ \text{\AA}.
\end{equation}
The film of $5000$ \AA\ has $G/\Gamma=0.74$, so a long debond in it does not grow. Because $h_{\rm c}$ varies as $1/\sigma^2$, doubling the misfit strain would reduce it to a quarter.

\subsection{What each derivation assumes}

The two derivations share the rigid substrate, the fixed length along $z$, the free edge, the absence of contact and a front region that moves without change. If the substrate deforms, its energy has to be included in the balance. For a substrate much thicker than the film this leaves the steady value practically unchanged, but the mode argument for exponential decay no longer applies, and the steady value may be reached only after many thicknesses. If the film flows plastically, part of the released energy is spent inside the film and does not reach the interface.

They differ in their use of linearity. The first derivation needs Hooke's law to evaluate $w_1$ and $w_2$, but the step $G=h(w_1-w_2)$ does not superpose solutions. It holds for another elastic law too, provided that the film far from the front is uniform on either side and the front field is steady. The second derivation depends on linearity throughout, because displacement must grow in proportion to the removed traction. In return it gives (\ref{eq:compliance}), which remains valid when the debond is short and the first derivation does not apply.

Linearity also explains how the two accounts of the energy agree. The energy stored in the reduced problem is half the edge force times the edge displacement, $\sigma h\Delta/2$. By (\ref{eq:Usecond}) this equals the energy that the actual film has lost. In a long flap its density is $\sigma^2/(2\bar E)$, which is $w_1-w_2$. The reduced problem contains only the removed stress $\sigma_x$, and for this reason the stress along $z$ cannot appear in $G$.

Uniform stress through the thickness is a further assumption, and the first derivation shows how to relax it. Let the misfit vary linearly with height, so that the bonded film carries
\begin{equation}
\sigma(y)=\sigma_0+\sigma_1\left(\frac{2y}{h}-1\right).
\end{equation}
A flap free of $\sigma_x$ then needs a total strain along $x$ that is linear in $y$. This is a uniform curvature, which a free strip can adopt. Each layer releases $\sigma(y)^2/(2\bar E)$, and the sum is
\begin{equation}
G=\int_0^h\frac{\sigma(y)^2}{2\bar E}\,dy
=\frac{h}{2\bar E}\left(\sigma_0^2+\frac{\sigma_1^2}{3}\right).
\end{equation}
The cross term vanishes because $2y/h-1$ averages to zero, and the square of that factor averages to $1/3$. The mean stress alone would thus underestimate the release, since the flap also gives up bending energy as it curls. This extension assumes that the curled flap still clears the substrate and that its rotation, which grows with the flap length, stays small. For $\sigma_1>0$ the flap curls away from the substrate, while for $\sigma_1<0$ it curls towards it and a long enough flap touches down. As for the extension itself, it was not part of the numerical tests, whose values appear in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Young modulus: 0.500 eV/angstrom^3
Poisson ratio: 0.30 (dimensionless)
Plane-strain modulus: 0.54945 eV/angstrom^3
Expansion mismatch: 2.0e-05 1/K
Cooling: 200 K
Misfit strain: 0.0040 (dimensionless)
Film thickness: 5000 angstrom
Interface toughness: 0.050 eV/angstrom^2
Attached film stress, x and z: 0.002857 eV/angstrom^3
Detached film stress, z: 0.002000 eV/angstrom^3
Attached energy density: 1.1429e-05 eV/angstrom^3
Detached energy density: 4.0000e-06 eV/angstrom^3
Released energy density: 7.4286e-06 eV/angstrom^3
Released fraction of stored energy: 0.650 (dimensionless)
Stored energy per area: 0.05714 eV/angstrom^2
Steady G, formula: 0.03714 eV/angstrom^2
Steady G, finite elements: 0.03714 eV/angstrom^2
Steady G, converted: 0.5951 J/m^2
G over toughness: 0.7429 (dimensionless)
Critical thickness: 6731 angstrom
G of relaxed film at critical thickness: 0.05000 eV/angstrom^2
G / steady G, mean over an advance of 0.125 h (dimensionless):
  from a/h = 0.25: 0.9606 (16 cells), 0.9635 (32 cells)
  from a/h = 0.50: 0.9902 (16 cells), 0.9910 (32 cells)
  from a/h = 1.00: 0.9999 (16 cells), 0.9999 (32 cells)
  from a/h = 2.00: 1.0000 (16 cells), 1.0000 (32 cells)
  from a/h = 4.00: 1.0000 (16 cells), 1.0000 (32 cells)
G / steady G - 1 for Poisson ratio 0.45 (dimensionless):
  bonded remainder 2 h before the advance: -1.7e-01
  bonded remainder 4 h before the advance: -8.2e-03
  bonded remainder 8 h before the advance: -1.6e-05
Interior debond, release / (steady G x area) below 1e-8: True
Flap length for lift: 20000 angstrom
Lift of flap end: 166.58 angstrom
Slope of flap near its end: 0.00794 (dimensionless)
\end{verbatim}
